\section*{Screening of Two Charges by a Grounded Metal}

\section{Problem}

Two electrons are held in vacuum at the same height $d=5$ nm above the flat surface of a large grounded metal. Their separation, measured parallel to the surface, is $r=10$ nm. Treat the electrons as fixed point charges and the metal as an ideal conductor.

(a) Estimate by scaling what fraction of their unscreened interaction energy survives. (b) Find the fraction from the full solution. (c) Is the sideways force between them reduced by the same fraction? (d) How does the energy fraction in (b) change if the charges sit in a real channel material near a real gate?

The interaction energy $V$ means the part of the electrostatic energy that depends on the presence of both charges, with its zero at infinite separation. The attraction of each charge to the metal, which is there even for a single charge, does not belong to it. With
\begin{equation}
C=\frac{e^2}{4\pi\varepsilon_0}=1.43996\ \text{eV nm},
\end{equation}
the unscreened energy is $V_0=C/r$. For charges of opposite sign $V$ and $V_0$ both change sign, and their ratio is unchanged.

\section{Estimate by scaling}

The ideal metal introduces no length of its own. The ratio $V/V_0$ has no dimension, so it can depend on $d$ and $r$ through $d/r$ alone.

Let the charges first have different small heights $d_1$ and $d_2$, both much less than $r$. The potential made by charge 1 vanishes on the metal, so near the surface it grows in proportion to the height $d_2$ at which charge 2 feels it. The pair energy does not depend on which charge is called the source, so it is also proportional to $d_1$. An energy built from $C$, $d_1d_2$ and a power of $r$ must be
\begin{equation}
V\sim C\,\frac{d_1d_2}{r^3},
\qquad\text{hence}\qquad
\frac{V}{V_0}\sim\left(\frac dr\right)^2
\quad\text{for } d_1=d_2=d .
\label{scaling}
\end{equation}
With $d/r=1/2$ and an unknown numerical factor set to one, the estimate is $1/4$. The argument assumed $d\ll r$, which holds poorly here, so it promises the order of magnitude and no more.

\section{Exact solution of the ideal model}

\subsection{The potential of one charge}

Let the metal fill $z<0$, and put a charge $q$ at height $d$ on the $z$ axis. Above the metal the potential $\phi$ must obey Poisson's equation with this charge as source, vanish at $z=0$, and vanish far away. These conditions fix it. The difference $u$ of two solutions has no source and vanishes on the surface and at infinity. If $u$ were positive somewhere, it would have a largest value at an interior point. A source-free potential equals its own average over any small sphere around a point, so $u$ would keep that largest value throughout the sphere and, step by step, up to the surface, where it is zero. This is a contradiction. The same argument for $-u$ excludes negative values, so $u=0$.

It is therefore enough to find one function that meets the conditions. With $\rho$ the distance from the axis, take
\begin{equation}
\phi=\frac{q}{4\pi\varepsilon_0}
\left[\frac1{\sqrt{\rho^2+(z-d)^2}}-\frac1{\sqrt{\rho^2+(z+d)^2}}\right].
\label{phi}
\end{equation}
The first term has the required source. The second is the potential of an image charge $-q$ at $z=-d$; its source lies outside the region $z>0$, so it adds none there. At $z=0$ the two roots are equal and $\phi=0$.

The image stands for real charge on the surface. Its density is $\sigma=\varepsilon_0E_z=-\varepsilon_0\,\partial\phi/\partial z$ at $z=0$. The two terms in the bracket have derivatives $+d/(\rho^2+d^2)^{3/2}$ and, with the minus sign in front, again $+d/(\rho^2+d^2)^{3/2}$. Thus
\begin{equation}
\sigma=-\frac{q\,d}{2\pi(\rho^2+d^2)^{3/2}},\qquad
\int_0^{a}\sigma\,2\pi\rho\,d\rho=-q\left[1-\frac{d}{\sqrt{a^2+d^2}}\right].
\end{equation}
The total is $-q$, and half of it lies within $a=\sqrt3\,d=8.7$ nm. The radius of this patch of induced charge is comparable to the distance between the electrons.

\subsection{The energy of the pair}

Build up both charges together, each having the value $\lambda q$ with $\lambda$ rising from 0 to 1. All induced potentials are proportional to $\lambda$, and $\int_0^1\lambda\,d\lambda=1/2$. Charge that flows onto the grounded metal arrives at zero potential and costs no work. The energy, without the self-energy that each charge has in empty space, is therefore half the sum of charge times potential.

Each charge feels the other at distance $r$, the image of the other at distance
\begin{equation}
R=\sqrt{r^2+(2d)^2},
\end{equation}
and its own image at distance $2d$. The two charges contribute equally, so with $q^2=e^2$
\begin{equation}
W=\frac12\cdot2\,C\left(\frac1r-\frac1R-\frac1{2d}\right)
=C\left(\frac1r-\frac1R\right)-2\,\frac{C}{4d}.
\end{equation}
The last term does not depend on $r$. It is the energy $-C/(4d)=-72.00$ meV of each charge with its own image. What remains vanishes for $r\to\infty$ and is the interaction energy:
\begin{equation}
V=C\left(\frac1r-\frac1R\right),\qquad
\frac{V}{V_0}=1-\frac rR=1-\frac1{\sqrt{1+(2d/r)^2}} .
\label{V}
\end{equation}
The half from the charging process survives in the self-image term. In the pair term it is cancelled by the two equal contributions, one from each charge.

\subsection{Numbers}

Here $2d=r=10$ nm, so $R=\sqrt2\,r=14.142$ nm, and
\begin{align}
V_0&=\frac{1.43996\ \text{eV nm}}{10\ \text{nm}}=144.00\ \text{meV},\\
V&=(144.00-101.82)\ \text{meV}=42.18\ \text{meV},\\
\frac{V}{V_0}&=1-\frac1{\sqrt2}=0.293 .
\end{align}
The interaction energy falls to 29 percent of its unscreened value. At 300 K, where $kT=25.85$ meV, this takes it from $5.6\,kT$ to $1.6\,kT$.

\subsection{The sideways force}

Since $dR/dr=r/R$, the force that pushes the charges apart is
\begin{equation}
F=-\frac{dV}{dr}=C\left(\frac1{r^2}-\frac{r}{R^3}\right),\qquad
\frac{F}{C/r^2}=1-\left(\frac rR\right)^3=1-\frac1{2\sqrt2}=0.646 .
\end{equation}
The force keeps 65 percent of its bare value, so the answer to (c) is no. To see why, write $V=Cf/r$ with $f=1-r/R$. Then
\begin{equation}
\frac{F}{C/r^2}=f-r\frac{df}{dr},\qquad
-r\frac{df}{dr}=r\left(\frac1R-\frac{r^2}{R^3}\right)=\frac{4d^2r}{R^3}.
\end{equation}
For $2d=r$ the second term is $r^3/R^3=1/(2\sqrt2)$, which added to $f=1-1/\sqrt2$ gives $1-1/(2\sqrt2)=0.646$. Screening becomes stronger as the charges separate, so the energy drops faster with distance than that of a Coulomb law with a fixed reduction, and this steeper slope is extra force.

\section{Comparison of estimate and solution}

The estimate $1/4$ is 15 percent below the exact $0.293$. To see how much of this agreement is earned, set $x=(2d/r)^2$. For $d\ll r$, $(1+x)^{-1/2}\approx1-x/2$, and Eq.~(\ref{V}) becomes
\begin{equation}
\frac V{V_0}\approx\frac x2=2\left(\frac dr\right)^2 .
\label{far}
\end{equation}
The scaling law has the right power, and the factor it could not supply is 2. The exact ratio divided by $(d/r)^2$, at fixed $d=5$ nm, shows how this factor is approached:
\begin{center}
\begin{tabular}{ccc}
$r$ (nm) & $V/V_0$ & $(V/V_0)/(d/r)^2$\\
5 & 0.553 & 0.55\\
10 & 0.293 & 1.17\\
20 & 0.106 & 1.69\\
50 & 0.019 & 1.94
\end{tabular}
\end{center}
At $r=10$ nm the missing factor 2 and the departure from $d\ll r$ nearly cancel. The closeness of $1/4$ to the answer is therefore partly luck; with the correct factor, the far formula would give $0.5$.

That value is an upper bound. Indeed
\begin{equation}
\left(1-\frac x2\right)^2(1+x)=1-\frac{x^2}{4}(3-x)\le1
\quad\text{for }0\le x\le3,
\end{equation}
so $1-x/2\le(1+x)^{-1/2}$ for $x\le2$, while for $x>2$ the left side is negative and the inequality is obvious. Hence $V/V_0\le x/2$. In the opposite limit, $r\ll d$, the image is at distance $R\approx2d$ and $V/V_0\approx1-r/(2d)$. Because $R>2d$, this is a lower bound. At $r=2d$ the two limits enclose the answer between 0 and $0.5$: the problem sits in the middle of the crossover, where neither limit replaces the full formula.

\section{A real channel near a real gate}

\subsection{Layers}

A monolayer can be polarized, the gap may contain an oxide, and the channel may hold other carriers. All three enter through one boundary condition. Resolve the potential into waves of in-plane wave number $k$. In a gap of relative permittivity $\varepsilon$ the wave that vanishes at the metal is proportional to $\sinh kz$; above the channel it is proportional to $e^{-kz}$. At the channel the slopes are thus $k\coth(kd)\,\phi_k$ just below and $-k\phi_k$ just above.

Let the sheet have the in-plane dipole density $2\varepsilon_0r_0E_\parallel$, which defines its polarization length $r_0$. Minus its divergence is a charge density $-2\varepsilon_0r_0k^2\phi_k$. Mobile carriers of density $n$, with a fixed neutralizing background, respond for $e\phi\ll kT$ with $-ne^2\phi_k/kT=-2\varepsilon_0q_s\phi_k$, where $q_s=2\pi Cn/kT$. (In $kT$, $k$ is Boltzmann's constant.) Gauss's law for an added charge density $\sigma_k$ reads
\begin{equation}
\varepsilon_0k\phi_k\left[1+\varepsilon\coth(kd)\right]
+2\varepsilon_0r_0k^2\phi_k+2\varepsilon_0q_s\phi_k=\sigma_k .
\end{equation}
So $\phi_k=\sigma_ks(k)/(2\varepsilon_0k)$ with
\begin{equation}
s(k)=\frac{2}{1+\varepsilon\coth(kd)+2r_0k+2q_s/k}.
\label{kernel}
\end{equation}
For a point charge $\sigma_k=q$. Summing the waves with the weight $k\,dk\,d\theta/(2\pi)^2$, where the average of $e^{ikr\cos\theta}$ over $\theta$ is the Bessel function $J_0(kr)$, gives
\begin{equation}
V=C\int_0^\infty J_0(kr)\,s(k)\,dk .
\label{hankel}
\end{equation}

In the ideal model $1+\coth kd=2/(1-e^{-2kd})$, so $s=s_0=1-e^{-2kd}$: the metal removes the waves with $kd\ll1$ and leaves the short ones. Equation~(\ref{V}) follows again, because
\begin{equation}
\int_0^\infty J_0(kr)e^{-ka}dk
=\frac1{2\pi}\int_0^{2\pi}\frac{a\,d\theta}{a^2+r^2\cos^2\theta}
=\frac1{\sqrt{r^2+a^2}} .
\label{bessel}
\end{equation}
The first step integrates $e^{-k(a-ir\cos\theta)}$ over $k$ and keeps the real part, the imaginary part averaging to zero; the second uses $t=\tan\theta$ in each quadrant. The values $a\to0$ and $a=2d$ give $1/r$ and $1/R$.

\subsection{Monolayer and oxide}

The lengths of the problem suit a monolayer MoS$_2$ channel close to a metal gate, for which $r_0$ is roughly 4 nm. If the gap is filled with silicon dioxide, $\varepsilon$ is about 3.9. With $r$ and $d$ held fixed, Eqs.~(\ref{kernel}) and (\ref{hankel}) without carriers give the following energies. They are compared first with the vacuum value $C/r$, then with the same layers after the metal has been moved to infinity.
\begin{center}
\begin{tabular}{lccc}
 & $V$ (meV) & $V/V_0$ & with/without gate\\
ideal model & 42.2 & 0.29 & 0.29\\
monolayer & 52.5 & 0.36 & 0.40\\
oxide & 10.2 & 0.07 & 0.17\\
both & 14.2 & 0.10 & 0.25
\end{tabular}
\end{center}
These values treat the monolayer as a sheet of zero thickness. A slab 0.65 nm thick with the same $r_0$ and an out-of-plane permittivity between 1 and 6 gives 50 to 52 meV in the second row and 13.6 to 15.8 meV in the last, so for a real layer the third digit is not significant. Of the two changes in the table, filling the gap has the larger effect. With oxide and monolayer, 10 percent of the vacuum interaction is left, although the gate by itself still accounts for a factor near one quarter.

At $r=10$ nm, polarizing the monolayer raises the energy above the gate. This does not hold at every distance: at $r=5$ nm the same sheet lowers the energy, from 159 to 141 meV, because for a close pair the sheet's own screening wins. At fixed $r$ and $d$, the sign can be derived for sufficiently small $r_0$. In an empty gap $s=s_0/(1+r_0ks_0)\approx s_0-r_0ks_0^2$, and minus the derivative of Eq.~(\ref{bessel}) with respect to $a$ is $\int kJ_0e^{-ka}dk=a/(r^2+a^2)^{3/2}$. Expanding $s_0^2=1-2e^{-2kd}+e^{-4kd}$ gives
\begin{equation}
\delta V=4Cr_0d\left[\frac1{(r^2+4d^2)^{3/2}}-\frac1{(r^2+16d^2)^{3/2}}\right]>0 .
\end{equation}
Without the gate $s_0=1$, and the first-order change vanishes for $r>0$; at this order the rise is due to the gate. For $r_0=4$ nm the first-order formula gives 30 meV, three times the computed rise of 10 meV, so at this distance it gives the right direction but not the size.

\subsection{Metal, quantum width and other carriers}

The remaining corrections are taken one at a time, with an empty gap and no polarization of the sheet.

In a simple model of a real metal, which ignores the spill-out of electrons beyond the surface, the field decays over a screening length $\lambda$ of roughly 0.05 nm. For $k\lambda\ll1$ the potential inside is proportional to $e^{z/\lambda}$, so at the surface $\phi=\lambda\,\partial\phi/\partial z$. Seen from above, the potential extrapolates to zero at $z=-\lambda$, and $d$ is replaced by $d+\lambda$. In this model the energy becomes 42.7 meV, a rise of 1 percent. The sign does not carry over to real simple metals. With spill-out included (self-consistent jellium, $r_s=2$ to 3 bohr) the image plane lies 0.07 to 0.08 nm outside the edge of the positive background, and the energy falls by about 2 percent, to 41.3--41.5 meV. The correction is of order 1 to 2 percent either way, and its sign depends on the plane from which $d$ is measured.

An electron of mass $m=0.5$ electron masses, a rough value for this channel, cannot be a point. A minimum-uncertainty packet with the thermal momentum spread $\sqrt{mkT}$ has the width $w=\hbar/(2\sqrt{mkT})=1.21$ nm along each in-plane axis at 300 K; the layer is taken to fix the height. Averaging $V$ over two independent Gaussian packets of this in-plane width gives 44.9 meV, 6 percent above the point-charge value.

Other carriers also screen the pair. The choice $q_s=1/r$ corresponds to $n=2.9\times10^{10}$ cm$^{-2}$, and Eq.~(\ref{hankel}) then gives 17.5 meV. The gas is far from degenerate, with 0.003 carriers per thermal band state (two spins and two valleys are counted), but the linear response behind this number is doubtful: the energies are not small against $kT$, and a circle of radius $1/q_s=10$ nm contains on average 0.09 carriers. Linear response removes more carriers near each electron than are present there. A classical low-density estimate, with $e^{-V/kT}-1$ in place of $-V/kT$, gives about 39 meV at the same density, a drop of only 7 percent. The value 17.5 meV thus overstates the screening, and it does not predict the energy in a device. At a density of $10^{12}$ cm$^{-2}$ the mean spacing $n^{-1/2}$ is itself 10 nm, and the picture of an isolated pair is lost.

Tunnelling to the metal is negligible: for a rough barrier of 4 eV, taken as rectangular, its probability contains a factor of about $e^{-100}$. The vertical field that the images produce at each charge is
\begin{equation}
\frac{C}{e}\left[\frac1{(2d)^2}+\frac{2d}{R^3}\right]=0.195\ \text{MV/cm},
\end{equation}
and it pulls the charge towards the metal. It does no work while the heights are held fixed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
separation r = 10.0 nm
height d = 5.0 nm
distance to the other image = 14.142 nm
C = e^2/(4 pi eps0) = 1.43996 eV nm
bare pair energy = 144.00 meV
image part of pair energy = -101.82 meV
screened pair energy = 42.18 meV
energy ratio = 0.2929
lateral force ratio = 0.6464
self-image energy per charge = -72.00 meV
temperature = 300 K, kT = 25.85 meV
screened pair energy / kT = 1.63
energy ratio at r = 5 nm: 0.5528
energy ratio at r = 20 nm: 0.1056
energy ratio at r = 50 nm: 0.0194
Neglected effects, rough input values:
metal screening length = 0.05 nm
monolayer polarization length = 4.0 nm
oxide relative permittivity = 3.9
real metal: pair energy = 42.68 meV
  relative to vacuum C/r = 0.2964
  relative to same layers, no gate = 0.2964
monolayer: pair energy = 52.46 meV
  relative to vacuum C/r = 0.3643
  relative to same layers, no gate = 0.4001
oxide gap: pair energy = 10.21 meV
  relative to vacuum C/r = 0.0709
  relative to same layers, no gate = 0.1738
oxide gap + monolayer: pair energy = 14.21 meV
  relative to vacuum C/r = 0.0987
  relative to same layers, no gate = 0.2473
effective mass = 0.5 electron masses
thermal packet width = 1.21 nm
pair energy with this width = 44.86 meV
carrier density for Debye length r = 2.86e+10 cm^-2
pair energy with these carriers = 17.46 meV
thermal band-state density = 1.08e+13 cm^-2
carriers per thermal state = 0.0026
tunnel barrier = 4.0 eV
tunnelling exponent over d = 102.5
vertical image field at a charge = 0.195 MV/cm
\end{verbatim}
